# Joining Wu-Cohen to RPBE exchange: the HTBS weight and its smoothness

## A smooth-looking join that breaks the potential

Take two exchange enhancement factors, one for small density gradients and one for large. In between, mix the two with a cubic polynomial weight, chosen so that the value and the slope match at both ends. The resulting curve has no corner, and the energy looks harmless. Yet for a simple two-electron density the exchange potential of such a functional drops abruptly by 0.0635 hartree, or 1.73 eV, at a radius of 2.90 bohr. Nothing in the density happens there: the reduced gradient merely passes the value at which the second factor takes over.

The HTBS functional joins the Wu-Cohen (WC) factor to the RPBE factor without this fault. Its form follows from asking where the step comes from, and the same question shows how much smoothness the exchange kernel retains.

## The two parents

Hartree atomic units and a spin-unpolarized density $n(\mathbf r)$ are used. A generalized gradient approximation for exchange has the energy

$$E_x=\int e\,d^3r,\qquad e=A\,n^{4/3}F(s),\qquad s=\frac{|\nabla n|}{C\,n^{4/3}},$$

with $A=-\tfrac34(3/\pi)^{1/3}=-0.738559$ and $C=2(3\pi^2)^{1/3}=6.187335$. Both parents use $\kappa=0.804$ and $\mu=0.219515$:

$$F_{\rm RPBE}=1+\kappa\left(1-e^{-\mu s^2/\kappa}\right),\qquad F_{\rm WC}=1+\kappa-\frac{\kappa}{1+x/\kappa},$$

$$x=\tfrac{10}{81}s^2+\left(\mu-\tfrac{10}{81}\right)s^2e^{-s^2}+\ln(1+cs^4),$$

$$c=\tfrac{146}{2025}\left(\tfrac23\right)^2-\tfrac{73}{405}\cdot\tfrac23+\mu-\tfrac{10}{81}=0.007937.$$

HTBS keeps WC for $s<s_1=0.6$ and RPBE for $s>s_2=2.6$. What must be designed is the stretch between, of width $\Delta=s_2-s_1=2$.

The difference $D=F_{\rm RPBE}-F_{\rm WC}$ measures how much has to be bridged. For small $s$, expand both factors to order $s^4$. Since $F_{\rm WC}=1+x/(1+x/\kappa)=1+x-x^2/\kappa+\dots$ and $x=\mu s^2-(\mu-\tfrac{10}{81})s^4+cs^4+\dots$,

$$F_{\rm WC}=1+\mu s^2-\left[\mu-\tfrac{10}{81}-c+\tfrac{\mu^2}{\kappa}\right]s^4+\dots,$$

$$F_{\rm RPBE}=1+\mu s^2-\tfrac{\mu^2}{2\kappa}s^4+\dots$$

Subtracting gives

$$D=\left[\mu-\tfrac{10}{81}-c+\tfrac{\mu^2}{2\kappa}\right]s^4+\dots\approx0.118\,s^4.$$

The parents agree through order $s^2$, so the gap at the lower join is small, $D(s_1)=0.0112$. At the upper join it is much larger, $D(s_2)=0.2047$. In the opposite limit, $s\to\infty$, both factors tend to $1+\kappa$ and the gap closes again.

## What the potential asks of the join

Write $\mathbf g=\nabla n$ and $\mathbf u=\mathbf g/|\mathbf g|$. From the definition of $s$,

$$\frac{\partial s}{\partial n}=-\frac{4s}{3n},\qquad \frac{\partial s}{\partial\mathbf g}=\frac{\mathbf u}{Cn^{4/3}}.$$

The partial derivatives of the energy density are therefore

$$\frac{\partial e}{\partial n}=\tfrac43An^{1/3}F+An^{4/3}F'\left(-\frac{4s}{3n}\right)=\tfrac43An^{1/3}(F-sF'),$$

$$\frac{\partial e}{\partial\mathbf g}=An^{4/3}F'\,\frac{\mathbf u}{Cn^{4/3}}=\frac AC\,F'\,\mathbf u.$$

Change the density by $\varepsilon\eta$. The first-order energy change is $\varepsilon\int(\eta\,\partial e/\partial n+\nabla\eta\cdot\partial e/\partial\mathbf g)\,d^3r$. Integrating the second term by parts, with vanishing boundary terms, gives $\varepsilon\int v\,\eta\,d^3r$ with

$$v=\frac{\partial e}{\partial n}-\nabla\cdot\frac{\partial e}{\partial\mathbf g}
=\tfrac43An^{1/3}(F-sF')-\frac AC\left(F''\,\mathbf u\cdot\nabla s+F'\,\nabla\cdot\mathbf u\right).$$

The divergence has acted on $F'(s)$ and produced $F''$. This is the source of the fault.

Let $[X]$ denote the value of $X$ on the larger-$s$ side of a join minus the value on the smaller-$s$ side. For a smooth density, $n$, $\mathbf u$ and $\nabla s$ are continuous at the surface $s=s_c$: there $|\nabla n|=Cn^{4/3}s_c$ is nonzero, so $\mathbf u$ is well defined. If $F$ and $F'$ match but $F''$ does not,

$$[v]=-\frac AC\,[F'']\,\mathbf u\cdot\nabla s.$$

The step vanishes for every smooth density only if $[F'']=0$. Matching values and first derivatives is thus not enough; second derivatives must match as well.

## Building the weight

Rather than fit a new curve for $F$, HTBS mixes the parents:

$$F=(1-g)F_{\rm WC}+gF_{\rm RPBE}=F_{\rm WC}+g\,D,\qquad s_1\le s\le s_2.$$

At $s_1$ the mismatch with WC is $gD$. Its derivatives follow from the product rule,

$$(gD)'=g'D+gD',\qquad(gD)''=g''D+2g'D'+gD''.$$

All vanish if $g=g'=g''=0$ at $s_1$. Near $s_2$ it is convenient to write $F=F_{\rm RPBE}-(1-g)D$. The same argument then requires $1-g$ and its first two derivatives to vanish, that is $g=1$, $g'=g''=0$. These are six conditions, and a quintic has six coefficients.

With $t=(s-s_1)/\Delta$, the derivative $dg/dt$ is a quartic with a double zero at $t=0$ and another at $t=1$. Hence $dg/dt=Nt^2(1-t)^2$. The rise from 0 to 1 fixes $N$:

$$1=N\int_0^1(t^2-2t^3+t^4)\,dt=N\left(\tfrac13-\tfrac12+\tfrac15\right)=\frac N{30}.$$

So $N=30$, and integration from zero gives

$$g=10t^3-15t^4+6t^5.$$

In powers of $s$ this is

$$g=-0.40608+2.2815s-4.68s^2+4.175s^3-1.5s^4+0.1875s^5.$$

The leading coefficient, for instance, is $6/\Delta^5=6/32=0.1875$.

The algorithm for evaluating $F$ is short:

1. Compute $s$. Below 0.6 return $F_{\rm WC}$; above 2.6 return $F_{\rm RPBE}$.
2. Otherwise form $t=(s-0.6)/2$, then $g$, and return $F_{\rm WC}+gD$.
3. For the potential, differentiate this expression twice, including the terms with $g'$ and $g''$. Mixing the derivatives of the parents with weight $g$ would omit them.

At the midpoint $s=1.6$, $t=\tfrac12$ and $g=\tfrac{10}8-\tfrac{15}{16}+\tfrac6{32}=\tfrac12$. The factor is the mean of 1.26069 and 1.40433, which is 1.33251.

The quintic is the weight and not $F$ itself. A quintic fitted directly to $F$ with the same six end values and derivatives also removes the step in the potential, but it is another functional: it departs from HTBS by up to 0.031 on the values of $s$ sampled. The weighted form agrees with the HTBS factor coded in libxc to rounding error.

## What the mixing preserves

Since $g'=30t^2(1-t)^2/\Delta\ge0$, the weight stays between 0 and 1. $F$ therefore lies between its parents, and both of these lie below $1+\kappa$.

The slope in the joining region is

$$F'=(1-g)F'_{\rm WC}+gF'_{\rm RPBE}+g'D.$$

Here $F'_{\rm RPBE}=2\mu s\,e^{-\mu s^2/\kappa}>0$. For WC, $F'_{\rm WC}=x'/(1+x/\kappa)^2$ with

$$x'=\tfrac{20}{81}s+2\left(\mu-\tfrac{10}{81}\right)s(1-s^2)e^{-s^2}+\frac{4cs^3}{1+cs^4}.$$

The middle term can be negative, but $(1-s^2)e^{-s^2}$ is never below $-e^{-2}$, its value at $s^2=2$. That term is thus at worst about $-0.026s$, against $+0.247s$ from the first, and $x'>0$. The gap $D$ was found positive on a fine grid between the joins. All three terms of $F'$ are then nonnegative, and $F$ rises throughout.

The last term has a price. From $s=1.6$ to $2.0$, WC rises by 0.090 and RPBE by 0.130, but HTBS by 0.172. It climbs more steeply than either parent because it is also crossing from one to the other.

This also limits how narrow the joining region may be. The largest value of $g'$ is $30/(16\Delta)$, at the midpoint. If $\Delta\to0$ while $D$ stays finite, $F'$ grows as $1/\Delta$ and $F''$ as $1/\Delta^2$. The potential remains continuous for every finite $\Delta$, but it varies ever more violently inside the region.

## The kernel, first reading: second variation

The exchange kernel is the second functional derivative of $E_x$. One way to read it is through the curvature of the energy,

$$\frac{d^2E_x[n+\varepsilon\eta]}{d\varepsilon^2}\bigg|_0=\int\left(e_{nn}\eta^2+2\eta\,\mathbf e_{ng}\cdot\nabla\eta+\nabla\eta\cdot\mathbf e_{gg}\cdot\nabla\eta\right)d^3r.$$

The coefficients come from differentiating the first derivatives again. Because $d(F-sF')/ds=-sF''$,

$$e_{nn}=\tfrac49An^{-2/3}(F-sF')+\tfrac43An^{1/3}(-sF'')\left(-\frac{4s}{3n}\right)
=\tfrac49An^{-2/3}\left(F-sF'+4s^2F''\right).$$

The mixed coefficient is

$$\mathbf e_{ng}=\frac AC F''\left(-\frac{4s}{3n}\right)\mathbf u=-\frac{4A}{3C}\,\frac sn\,F''\,\mathbf u.$$

For the last one, use $\partial\mathbf u/\partial\mathbf g=(\mathbf 1-\mathbf u\mathbf u)/|\mathbf g|$ and $|\mathbf g|=Cn^{4/3}s$:

$$\mathbf e_{gg}=\frac{A}{C^2n^{4/3}}\left[F''\,\mathbf u\mathbf u+\frac{F'}s(\mathbf 1-\mathbf u\mathbf u)\right].$$

No derivative beyond $F''$ appears. With the quintic weight all three coefficients are continuous across the joins, and in this sense the HTBS kernel is continuous.

## The kernel, second reading: induced potential

Linear response also uses the kernel in another way: it acts on a density change $\eta$ and returns the induced potential $\delta v(\mathbf r)$, the first-order change of $v$ at a fixed point. The reduced gradient changes by

$$\delta s=\frac{\mathbf u\cdot\nabla\eta}{Cn^{4/3}}-\frac{4s}{3n}\eta.$$

Varying each factor in $v$ gives

$$\begin{aligned}\delta v={}&\tfrac49An^{-2/3}\eta\,(F-sF')-\tfrac43An^{1/3}sF''\delta s\\&-\frac AC\left[F'''\delta s\,\mathbf u\cdot\nabla s+F''\delta(\mathbf u\cdot\nabla s)+F''\delta s\,\nabla\cdot\mathbf u+F'\delta(\nabla\cdot\mathbf u)\right],\end{aligned}$$

where the square bracket only groups terms. A third derivative has entered, in one term. For smooth $n$ and $\eta$ the rest is continuous, so the jump is

$$[\delta v]=-\frac AC\,[F''']\,\delta s\,\mathbf u\cdot\nabla s.$$

The quintic does not match $F'''$. Differentiating it three times gives $d^3g/dt^3=60-360t+360t^2$, which equals 60 at both ends. At $s_1$ the only surviving term of $(gD)'''$ is $g'''D$. At $s_2$ the mismatch is $F_{\rm RPBE}-F=(1-g)D$, whose third derivative is $-g'''D$. Therefore

$$[F''']_{s_1}=\frac{60D(s_1)}{\Delta^3}=0.0841,\qquad[F''']_{s_2}=-\frac{60D(s_2)}{\Delta^3}=-1.535.$$

The pointwise response of HTBS thus has finite steps, except where $\delta s$ or $\mathbf u\cdot\nabla s$ happens to vanish. This does not contradict the first reading: a finite step in $\delta v$ leaves the integral $\int\eta\,\delta v\,d^3r$ finite and equal to the second variation.

With a cubic weight matters are worse. There $dg/dt=6t(1-t)$, so $d^2g/dt^2=6-12t$ is $6$ at $s_1$ and $-6$ at $s_2$. With the sign change at $s_2$ explained above, $[F'']=6D/\Delta^2$ at both joins. The potential has a step, and the step moves when the density changes. In a spherical density with $s$ increasing outward, the join at $r_c$ shifts by $\varepsilon d$, with $d=-\delta s/(ds/dr)$. Within the strip it sweeps, the potential changes by a finite amount, $-[v]$ if $d>0$, however small $\varepsilon$ is. Divided by $\varepsilon$, this is a height growing as $1/\varepsilon$ over a width shrinking as $\varepsilon$: a delta function $-[v]\,d\,\delta(r-r_c)$ in the induced potential.

A septic weight, with $g'''=0$ imposed at both ends as well, would remove the step in $\delta v$. It would also change $F$ between the joins, so it would no longer be HTBS.

## A density that crosses both joins

Two electrons in one exponential orbital have the density $n=(2/\pi)e^{-2r}$. This is a model density, not a self-consistent solution. Since $|\nabla n|=2n$,

$$s=\frac{2}{Cn^{1/3}}=s_0e^{2r/3},\qquad s_0=0.37575,\qquad\frac{ds}{dr}=\tfrac23s.$$

Each join is crossed once, at $r=\tfrac32\ln(s_c/s_0)$: 0.702 bohr for $s_1$ and 2.902 bohr for $s_2$. The gradient points inward, so $\mathbf u\cdot\nabla s=-ds/dr$ and $\nabla\cdot\mathbf u=-2/r$. The potential becomes

$$v=\tfrac43An^{1/3}(F-sF')+\frac AC\left(F''\frac{ds}{dr}+\frac{2F'}r\right).$$

Its last term diverges to $-\infty$ at the origin, where $s_0$ and hence $F'$ are nonzero. This comes from the cusp of the density, which keeps $s$ nonzero at the origin, and not from the join: either parent alone gives the same kind of divergence.

For the cubic weight at the outer join, $[F'']=6(0.2047)/4=0.3071$. With $A/C=-0.11937$,

$$[v]=(-0.11937)(0.3071)(1.7333)=-0.0635\ \text{hartree}.$$

This is the step of the opening paragraph. The HTBS potential at the same place is $-0.124$ hartree, so the step is about half as large as the potential itself. At the inner join the cubic step is only $-0.0008$ hartree: $D$ is eighteen times smaller there and $ds/dr$ more than four times smaller. With the quintic, the steps measured from one-sided slopes of $\partial e/\partial\mathbf g$ are below $10^{-8}$ hartree at both joins, zero within the resolution of the differences.

Now let the density change by $\varepsilon\eta$ with $\eta=0.1\,r^2e^{-2r}$. This test change adds $0.94\,\varepsilon$ electrons, whereas a response at fixed electron number would integrate to zero; the jump formula involves only the local values of $\eta$ and $\nabla\eta$ at the join, so it applies in either case. Then $\eta/n=0.05\pi r^2$ and $\eta'/n=0.1\pi(r-r^2)$. Using $Cn^{4/3}=2n/s$,

$$\delta s=-\frac s2\frac{\eta'}n-\frac{4s}3\frac\eta n=-\pi s\left(\frac r{20}+\frac{r^2}{60}\right).$$

This is $-0.0816$ at the inner join and $-2.331$ at the outer one. The induced potential of HTBS at the outer join therefore jumps by

$$[\delta v]=(-0.11937)(-1.535)(-2.331)(1.7333)=-0.740\ \text{hartree}$$

per unit $\varepsilon$. Direct finite changes of the potential give $-0.7406$ there and $+0.00033$ at the inner join. With the septic weight both vanish within numerical resolution. With the cubic weight, the change in the swept strip at the outer join, divided by $\varepsilon$, grows from $6.35\times10^4$ to $6.35\times10^5$ hartree when $\varepsilon$ falls from $10^{-6}$ to $10^{-7}$, as a delta function requires.

The second variation of the HTBS energy stays regular. Its coefficients give $-0.033717$ hartree, the integral of $\eta\,\delta v$ gives the same, and differences of the energy itself agree to about one part in a million.

The exchange energies are $-0.5997$ hartree for WC, $-0.6073$ hartree ($-16.53$ eV) for HTBS and $-0.6224$ hartree for RPBE. For two electrons paired in one orbital, exact exchange is minus half the Hartree energy, here $-0.6250$ hartree. HTBS thus misses 2.8% of the exact exchange energy of this density, WC 4.0% and RPBE 0.4%. About 71% of the HTBS energy comes from the joining region and 3% from beyond it. Most of the energy thus comes from where the weight acts, yet the weight decides only a small part of it: the energies of the two parents differ by just 0.0227 hartree, less than 4% of the total. One model density cannot rank the functionals for molecules or solids, and correlation is left out entirely.

The numerical output below lists the remaining values.

## Numbers as computed

```
kappa = 0.804, mu = 0.219515, WC constant c = 0.00793747
A = -0.738559, C = 6.187335 (atomic units)
quintic weight coefficient a0 = -0.40608000
quintic weight coefficient a1 = 2.28150000
quintic weight coefficient a2 = -4.68000000
quintic weight coefficient a3 = 4.17500000
quintic weight coefficient a4 = -1.50000000
quintic weight coefficient a5 = 0.18750000
s, g, F_WC, F_RPBE, F_HTBS (dimensionless):
  0.6 -0.00000 1.064054 1.075266 1.064054
  1.0 0.05792 1.138073 1.192099 1.141202
  1.6 0.50000 1.260688 1.404327 1.332508
  2.0 0.83692 1.350191 1.534253 1.504236
  2.6 1.00000 1.472301 1.677033 1.677033
max |F - libxc|: weighted form 6.0e-15, direct quintic in F 3.1e-02
max |e_nn - libxc| = 1.2e-13 (atomic units)
s at the origin of the model density = 0.37575
join s = 0.6: radius = 0.70201 bohr, D = 0.011212
  ds/dr = 0.40000 1/bohr, delta s = -0.08164
  jump of F'' cubic = 0.016818, of F''' quintic = 0.084089
  HTBS potential = -0.572795 hartree
  potential jump, cubic = -0.000803 hartree = -0.0219 eV
  potential jump, quintic = 1.3e-11, septic = 3.5e-12 hartree
  induced-potential jump, quintic = 0.000328, septic = 8.3e-11 hartree
  cubic, strip change/eps: eps 1e-6: 803, eps 1e-7: 8030 hartree
join s = 2.6: radius = 2.90151 bohr, D = 0.204732
  ds/dr = 1.73333 1/bohr, delta s = -2.33109
  jump of F'' cubic = 0.307097, of F''' quintic = -1.535487
  HTBS potential = -0.124160 hartree
  potential jump, cubic = -0.063539 hartree = -1.7290 eV
  potential jump, quintic = -3.4e-09, septic = 5.2e-09 hartree
  induced-potential jump, quintic = -0.740576, septic = -1.2e-07 hartree
  cubic, strip change/eps: eps 1e-6: 6.354e+04, eps 1e-7: 6.354e+05 hartree
first variation: energy difference -0.20133700, from potential -0.20133700 hartree
second variation: energy difference -0.03371711 hartree
  from coefficients -0.03371707, from induced potential -0.03371707 hartree
E_x WC = -0.599714, RPBE = -0.622376 hartree
E_x HTBS = -0.607316 hartree = -16.5259 eV
E_x exact for this density = -0.625000 hartree
HTBS energy by region (WC, joined, RPBE) = -0.162528, -0.428933, -0.015856 hartree
```
